# Surface Share of Recombination under Exponential Light Absorption, part 2

Light enters a thick, uniform semiconductor wafer through its surface at \(x=0\) and creates electron–hole pairs at depths \(x>0\). The quantity sought is \(F\), the fraction of all generated carriers that recombine at the surface in steady state.

Photons enter at the rate \(\Phi\) per area, after reflection at the surface. With absorption coefficient \(\alpha\) and one pair per absorbed photon, the generation rate per volume is \(G(x)=\alpha\Phi e^{-\alpha x}\). The excess density of minority carriers, here electrons in p-type material, is \(n(x)\). These carriers have diffusion coefficient \(D\), bulk lifetime \(\tau\) and diffusion length \(L=\sqrt{D\tau}\). The surface recombination velocity is \(S\). At low injection, with constant \(\tau\) and \(S\) and no electric field in the bulk,

\[
D\,n''-\frac{n}{\tau}+G=0,\qquad D\,n'(0)=S\,n(0),\qquad n(\infty)=0,
\]

and \(F=S\,n(0)/\Phi\). The equations hold in any consistent units. The Einstein relation gives \(D=\mu k_{\rm B}T/e\), with \(\mu\) the mobility, \(T\) the temperature, \(k_{\rm B}\) the Boltzmann constant and \(e\) the elementary charge.

Two derivations lead to the same result. The first solves for the density, \(n(x)=A e^{-\alpha x}+B e^{-x/L}\), with constants \(A\) and \(B\). The second multiplies the balance equation by the weight \(w(x)=e^{-x/L}\) and integrates by parts twice, which gives

\[
\left(S+\frac{D}{L}\right)n(0)=\int_0^\infty G(x)\,e^{-x/L}\,dx .
\]

Both give

\[
F=\frac{S}{S+D/L}\;\frac{\alpha L}{1+\alpha L}.
\]

The first fraction is the surface factor, the second the depth factor. The bulk acts on carriers at the surface as a sink with velocity \(D/L\). If \(D\) increases at fixed \(\tau\), \(S\) and \(\alpha\), \(F\) falls when \(S<\alpha D\) and rises when \(S>\alpha D\).

### What each derivation assumes

Both derivations are written for a steady state and need loss rates linear in \(n\). The total share lost at the surface after a light pulse is the same, because the density integrated over time obeys the same balance equation. If \(\tau\) or \(S\) depends on the density, the depths can no longer be treated one at a time, and \(F\) in general depends on \(\Phi\).

The first derivation also uses the exponential form of \(G\), through the particular solution, and constant \(D\) and \(\tau\), through the solution \(e^{-x/L}\). In return it gives the density at every depth, which is needed to judge whether the injection is low.

The second derivation leaves \(G\) free until its last step. It also extends to a wafer of finite thickness \(W\) and to material whose \(D(x)\) and \(\tau(x)\) vary with depth, as long as the flux stays purely diffusive. A graded doping changes \(D\) but also creates a built-in field, which the equations below do not contain and which can change \(F\) strongly. Let the back face recombine with velocity \(S_b\), so that \(D\,n'(W)=-S_b\,n(W)\), and choose \(w\) such that

\[
(D\,w')'=\frac{w}{\tau},\qquad w(0)=1,\qquad D\,w'(W)=-S_b\,w(W).
\]

Two integrations by parts now leave the boundary expression \(D(w\,n'-w'n)\). At \(x=W\) it equals \(-S_b\,wn+S_b\,wn=0\). At \(x=0\), entering with a minus sign, it gives \(-S\,n(0)+D\,w'(0)\,n(0)\). With \(v=-D(0)\,w'(0)\) the result is

\[
(S+v)\,n(0)=\int_0^W G\,w\,dx .
\]

The surface factor keeps its form, with \(v\) in place of \(D/L\), while the depth factor changes with \(w\). For constant \(D\) and \(\tau\), a back face that reflects carriers has \(w=\cosh[(W-x)/L]/\cosh(W/L)\) and \(v=(D/L)\tanh(W/L)\). A perfectly absorbing one has \(w=\sinh[(W-x)/L]/\sinh(W/L)\) and \(v=(D/L)\coth(W/L)\). Both return to the semi-infinite case for \(W\gg L\).

### A silicon wafer under oxide

Take p-type silicon at 300 K with \(10^{16}\) acceptors per cm³, an electron mobility of 1100 cm²/Vs and a lifetime of 10 µs. The last two are rough typical values. The thermal voltage \(k_{\rm B}T/e\) is 25.85 mV, so

\[
D=1100\times0.02585=28.4\ \text{cm}^2/\text{s}.
\]

Then \(L=\sqrt{D\tau}=169\) µm and \(D/L=1686\) cm/s.

For light of 800 nm, a rough absorption coefficient is 850 cm⁻¹, which gives \(\alpha L=14.33\). For a poor oxide, take \(S=1000\) cm/s. Then

\[
F=\frac{1000}{1000+1686}\times\frac{14.33}{15.33}
=0.3723\times0.9348=0.348 .
\]

About a third of the carriers are lost at the surface, and the surface factor sets most of this value. The table varies \(S\) and the wavelength, with rough absorption coefficients of 10000 cm⁻¹ at 500 nm and 60 cm⁻¹ at 1000 nm.

| \(S\) (cm/s) | 500 nm | 800 nm | 1000 nm |
|---|---|---|---|
| 10 | 0.006 | 0.006 | 0.003 |
| 1000 | 0.370 | 0.348 | 0.187 |
| 100000 | 0.978 | 0.919 | 0.495 |

At 1000 nm \(\alpha L\) is close to one and the depth factor is 0.503, so no surface, however fast, can take more than about half of the carriers.

A finite-volume solution of the transport equation, which uses none of the closed forms, was compared with the formula for these nine cases and, at each \(S\), for \(\alpha L=1\) and \(0.1\). The largest relative deviation was \(1.5\times10^{-7}\). This tests the algebra, not the model's fitness for a real wafer.

If the lifetime is ten times longer at fixed \(D\), \(S\) and \(\alpha\), \(F\) rises from 0.348 to 0.638. At 350 K, a rough mobility law lowers \(D\) to 23.3 cm²/s. With \(\tau\), \(S\) and \(\alpha\) held fixed, \(F\) becomes 0.368. The rise agrees with the rule for \(S<\alpha D\), since \(\alpha D=850\times28.4\), about 24000 cm/s, far exceeds \(S\). Doubling \(\alpha\) changes \(F\) only to 0.360, because the depth factor is already near one.

### What the model leaves out

**Charge in the oxide.** Positive oxide charge repels holes and draws electrons to the surface. Let \(u(x)\) be the electrostatic potential in units of \(k_{\rm B}T/e\), zero in the bulk. With acceptor density \(N_A\) and hole density \(N_Ae^{-u}\), and with the electron charge neglected, Poisson's equation is

\[
u''=\frac{1-e^{-u}}{L_D^2},\qquad L_D^2=\frac{\epsilon k_{\rm B}T}{e^2N_A},
\]

where \(\epsilon\) is the permittivity of silicon and \(L_D\) the Debye length. Multiplying by \(u'\) and integrating from the bulk, where \(u=u'=0\), gives \(\tfrac12u'^2=(u+e^{-u}-1)/L_D^2\). If the silicon balances the whole oxide charge of \(N_{ox}\) elementary charges per area, Gauss's law gives \(-u'(0)=N_{ox}/(N_AL_D^2)\). Hence the surface value \(u_s\) obeys

\[
u_s+e^{-u_s}-1=\frac12\left(\frac{N_{ox}}{N_AL_D}\right)^2 .
\]

For \(N_{ox}=5\times10^{10}\) cm⁻² and \(L_D=40.9\) nm the right side is 0.75, and \(u_s=1.53\). While the net electron flux through the layer is small compared with its opposing drift and diffusion parts, \(n'=n\,u'\), so the density at the surface is \(e^{u_s}\) times that at the inner edge of the layer. If \(S_0\) is the capture velocity at the surface itself, the bulk sees

\[
S=S_0\,e^{u_s}.
\]

With \(S_0=1000\) cm/s this is about 4630 cm/s, and \(F\) rises from 0.348 to 0.685. A drift-diffusion solution through the layer also gives 0.685. The \(S\) in the formula must therefore be the effective velocity at the inner edge of the layer. The relation also requires that the capture of electrons, not of holes, limits the surface recombination. For this the ratio of electrons to holes at the surface must be much smaller than the ratio of the hole capture velocity to the electron capture velocity. Here the ratio of electrons to holes is \(3\times10^{-4}\) for a photon flux of \(10^{15}\) cm⁻² s⁻¹. With midgap states whose hole capture velocity is 100 or 1000 times smaller than \(S_0\), Shockley–Read–Hall statistics lower the effective \(S\) to about 4500 or 3300 cm/s. The ratio of electrons to holes grows quickly with the charge and with the light. At \(N_{ox}=2\times10^{11}\) cm⁻² electrons outnumber holes at the surface, hole capture limits the rate, and the effective \(S\) falls below \(S_0\): a large positive charge passivates the surface. The surface states must also lie so deep in the gap that thermal re-emission of captured carriers is slow compared with the capture of holes. For shallow states \(S_0\) itself changes with \(u_s\), and the rise in \(S\) is smaller.

**Finite thickness.** For a wafer of 500 µm and \(S=1000\) cm/s at 800 nm, \(F\) is 0.349 with a reflecting back and 0.347 with an absorbing one. At 1000 nm the values are 0.200 and 0.193 per absorbed photon, both above the semi-infinite 0.187. That even the absorbing back gives a value above 0.187 is due to the normalization: if the back face reflects no light, as assumed here, 5% of the light leaves through it and is not counted. Per entering photon the values are \(0.95\times0.1997=0.190\) and \(0.95\times0.1933=0.184\), which lie on either side of 0.187.

**Injection.** At the flux of \(10^{15}\) cm⁻² s⁻¹, the highest excess density among the nine cases is \(6\times10^{-5}\) of the acceptor density. It would reach 1% at \(1.7\times10^{17}\) cm⁻² s⁻¹. This level does not ensure constant \(\tau\) and \(S\). For a midgap centre that captures electrons \(k\) times more readily than holes, \(\tau\) grows roughly as \(1+kn/N_A\), so for \(k=100\) it has about doubled where \(n\) is 1% of \(N_A\).

**Mean free path.** Diffusion requires the density to vary little over one mean free path, roughly 41 nm here. The shortest absorption depth is 1000 nm, so the condition is met in the bulk. The charged layer is about as thin as the mean free path, so drift-diffusion is less secure there.

### The model beside real wafers

A lifetime of 10 µs is short for good present-day silicon, where values near 1 ms are attainable. At 1 ms and the same \(D\), \(L\) is ten times larger, 1686 µm, and a 500 µm wafer is no longer thick. The surface factor for \(S=1000\) cm/s would be \(1000/(1000+169)=0.86\) in the semi-infinite formula. With \(W/L=0.30\) it becomes 0.95 for a reflecting back, where \(v=169\times0.29=49\) cm/s, and 0.63 for an absorbing back, where \(v=168.6\times3.47=585\) cm/s. Good oxides reach \(S\) of roughly 10 cm/s, so the main case describes a poor one. For the main case of the 10 µs wafer, the assumed oxide charge moves the result far more than the finite thickness does: it nearly doubles \(F\), a rise that is missed if \(S_0\) is mistaken for the effective \(S\). This rise belongs to a small charge under weak light. A charge four times larger lowers \(F\) instead, and so can strong light on surface states that capture holes slowly. The formula suits wafers that are thick compared with both the diffusion length and the absorption length \(1/\alpha\), at low injection, with \(S\) known at the inner edge of the charged layer. If the wafer is thick only compared with \(L\), much of the light can reach the back. If none of it is reflected there, the formula gives the surface loss per entering photon, not per generated carrier. Light reflected back into the wafer raises the loss per entering photon above this value. The numerical output lists the main inputs of the 10 µs example.

## Table of computed values

```
Temperature: 300 K
Electron mobility (rough): 1100 cm2/Vs
Bulk lifetime (rough): 10 us
Acceptor density: 1.0e+16 cm^-3
Thermal voltage kT/e: 25.85 mV
Diffusion coefficient D: 28.44 cm2/s
Diffusion length L: 168.6 um
Diffusion velocity D/L: 1686 cm/s
500 nm: alpha (rough) 10000 cm^-1, alpha*L 168.633, depth factor 0.9941
800 nm: alpha (rough) 850 cm^-1, alpha*L 14.334, depth factor 0.9348
1000 nm: alpha (rough) 60 cm^-1, alpha*L 1.012, depth factor 0.5029
S 10 cm/s: surface factor 0.0059; F: 500 nm 0.0059, 800 nm 0.0055, 1000 nm 0.0030
S 1000 cm/s: surface factor 0.3723; F: 500 nm 0.3701, 800 nm 0.3480, 1000 nm 0.1872
S 100000 cm/s: surface factor 0.9834; F: 500 nm 0.9776, 800 nm 0.9193, 1000 nm 0.4946
Main case: S 1000 cm/s, alpha 850 cm^-1
  F from formula: 0.34798
  F from transport solution: 0.34798
  bulk share by quadrature: 0.65202
  F with lifetime x10: 0.6381
Largest relative deviation, 15 cases: 1.5e-07
Shift of F on halving the mesh: 1.7e-08
Finite wafer: 500 um, S 1000 cm/s, per absorbed photon
  500 nm: F reflecting back 0.3713, absorbing back 0.3688, light reaching back 7.1e-218
  800 nm: F reflecting back 0.3493, absorbing back 0.3467, light reaching back 3.5e-19
  1000 nm: F reflecting back 0.1997, absorbing back 0.1933, light reaching back 5.0e-02
Photon flux entering: 1.0e+15 cm^-2 s^-1
Highest excess density / acceptors: 5.9e-05
Flux for a ratio of 0.01: 1.7e+17 cm^-2 s^-1
Oxide charge: 5.0e+10 cm^-2
  Debye length: 40.9 nm
  surface potential: 39.6 mV
  surface potential / (kT/e): 1.532
  local S 1000 becomes effective S: 4626 cm/s
  F drift-diffusion: 0.6851
  F formula with effective S: 0.6850
  surface electrons / holes: 3.2e-04
At 350 K: D 23.27 cm2/s, F 0.3676 (tau, S, alpha held)
F with alpha doubled: 0.3597
Electron mean free path (rough): 41 nm
Shortest absorption depth: 1000 nm
```
